# Force constants of chromium hexacarbonyl from its three C–O stretching bands

## Problem

Gas-phase chromium hexacarbonyl, Cr(CO)$_6$, is octahedral, with six equivalent linear Cr–C–O units. As input data, take its C–O stretching fundamentals to lie at 2119 cm$^{-1}$ ($A_{1g}$), 2027 cm$^{-1}$ ($E_g$) and 2000 cm$^{-1}$ ($T_{1u}$).

Let $s_i$ be the lengthening of C–O bond $i$. Use a harmonic potential that depends on the six $s_i$ alone:

$$V=\frac{k}{2}\sum_i s_i^2+k_c\sum_{\text{cis pairs}}s_is_j+k_t\sum_{\text{trans pairs}}s_is_j .$$

Each pair is counted once. The bond constant is $k$, and $k_c$ and $k_t$ describe the interaction of two bonds at 90° and at 180°. The isotopes are $^{12}$C and $^{16}$O.

(a) Find the equation of motion of the $s_i$ and the mass that enters it.

(b) Find the normal modes, their degeneracies and their infrared and Raman activity.

(c) Extract $k$, $k_c$ and $k_t$, and find how they respond to an error of 1 cm$^{-1}$ in the bands.

(d) A possible simplification sets $k_t=2k_c$. Where does it come from, and how well does it predict the $A_{1g}$ band from the other two?

(e) The real molecule also has Cr–C springs. Estimate how they change the meaning of the three constants.

(f) Estimate the effect of anharmonicity.

## Solution

### (a) Equation of motion

Let $x_C$ and $x_O$ be the outward displacements of the two atoms of ligand $i$ along its axis, so that $s_i=x_O-x_C$. The potential contains these displacements only through $s_i$. The forces on the two atoms are therefore equal and opposite:

$$m_O\ddot x_O=-\frac{\partial V}{\partial s_i},\qquad m_C\ddot x_C=+\frac{\partial V}{\partial s_i}.$$

Dividing each equation by its mass and subtracting the second from the first gives

$$\ddot s_i=-\left(\frac1{m_O}+\frac1{m_C}\right)\frac{\partial V}{\partial s_i}=-\frac1\mu\frac{\partial V}{\partial s_i},\qquad \mu=\frac{m_Cm_O}{m_C+m_O}.$$

The reduced mass is $\mu=6.8562$ u $=1.13850\times10^{-26}$ kg. The mass of chromium does not enter, because no force in this model acts on the metal.

The derivative of $V$ is linear in the stretches:

$$\frac{\partial V}{\partial s_i}=k\,s_i+k_c\sum_{j\ \text{cis to}\ i}s_j+k_t\,s_{i'},$$

where $i'$ is the bond trans to $i$. Each bond has four cis partners and one trans partner.

For a normal mode, $s_i=a_i\cos\omega t$ with $\omega=2\pi c\nu$, where $\nu$ is the wavenumber. Then $\ddot s_i=-\omega^2s_i$, and the equation of motion becomes

$$L\,a_i=k\,a_i+k_c\sum_{j\ \text{cis to}\ i}a_j+k_t\,a_{i'},\qquad L=\mu(2\pi c\nu)^2 .$$

Each band thus supplies one number $L$, which has the unit of a force constant.

### (b) Modes and activity

Number the bonds so that the trans pairs are (1,4), (2,5) and (3,6).

**All bonds in phase, $A_{1g}$.** With every $a_i=1$, the right-hand side is the same for each bond:

$$L_A=k+4k_c+k_t .$$

**Trans partners in phase, zero total, $E_g$.** Let $a_1=a_4=p$, $a_2=a_5=q$ and $a_3=a_6=w$, with $p+q+w=0$. For bond 1 the right-hand side is

$$kp+k_c(2q+2w)+k_tp=(k-2k_c+k_t)\,p,$$

because $q+w=-p$. The other bonds give the same factor, so

$$L_E=k-2k_c+k_t .$$

Two of the three amplitudes can be chosen freely, so the level is twofold degenerate.

**Trans partners out of phase, $T_{1u}$.** Let $a_1=1$, $a_4=-1$ and all others be zero. Bond 1 gives $k-k_t$, and bond 4 gives $-k+k_t=(k-k_t)(-1)$. Each of the other four bonds is cis to both 1 and 4 and receives $k_c-k_c=0$. Hence

$$L_T=k-k_t .$$

There is one such mode for each axis, so the level is threefold degenerate. The count $1+2+3=6$ shows that no mode is missing.

The activity follows from the unit vectors $\mathbf u_i$ along the bonds. If each bond contributes a dipole change proportional to $s_i\mathbf u_i$, the total is $\sum_i s_i\mathbf u_i$. Since $\mathbf u_{i'}=-\mathbf u_i$, trans partners in phase cancel and trans partners out of phase add. Of the three levels, $T_{1u}$ is therefore the infrared-active one.

The polarizability change along the bonds is proportional to $\sum_i s_i\mathbf u_i\mathbf u_i^{T}$. It does not change when $\mathbf u_i$ is reversed, so here the out-of-phase partners cancel. The modes $A_{1g}$ and $E_g$ are Raman active. They can be told apart because the change is isotropic for $A_{1g}$ and has zero trace for $E_g$, which gives the two Raman bands different polarization.

### (c) The three constants

The bands give

$$L_A=1813.83,\qquad L_E=1659.75,\qquad L_T=1615.82\ \text{N/m}.$$

For example, $L_T=\mu\,(2\pi c\times2.000\times10^5\ \text{m}^{-1})^2$.

Subtracting $L_E$ from $L_A$ removes $k$ and $k_t$:

$$k_c=\frac{L_A-L_E}{6}=\frac{1813.83-1659.75}{6}=25.7\ \text{N/m}.$$

The combination $L_A+2L_E$ removes $k_c$, since $4k_c-2\times2k_c=0$:

$$k+k_t=\frac{L_A+2L_E}{3}=\frac{1813.83+3319.50}{3}=1711.11\ \text{N/m}.$$

Together with $k-k_t=L_T=1615.82$ N/m, half the sum and half the difference are

$$k=\frac{L_A+2L_E+3L_T}{6}=1663.5\ \text{N/m},$$

$$k_t=\frac{L_A+2L_E-3L_T}{6}=47.6\ \text{N/m}.$$

In the unit mdyn/Å, which equals 100 N/m, the results are $k=16.63$, $k_c=0.257$ and $k_t=0.476$.

The formula for $k$ is the mean of the six values of $L$, each level weighted by its degeneracy. Interactions split the levels without moving this mean. A single bond with this $k$ and no partners would vibrate at 2029.3 cm$^{-1}$. If both interaction constants vanished, all three bands would merge there. If $k_c$ alone vanished, $A_{1g}$ and $E_g$ would coincide, so the gap between the two Raman bands measures the cis interaction.

Both interaction constants are positive. When bond $i$ is stretched, the term $k_cs_is_j$ exerts a force $-k_cs_i$ on the coordinate $s_j$, which tends to shorten bond $j$. Stretching all bonds together therefore costs extra energy, and $A_{1g}$ lies highest.

**Errors in the bands.** Since $L\propto\nu^2$, a small change gives $\delta L=2L\,\delta\nu/\nu$. For $\delta\nu=1$ cm$^{-1}$ this is 1.71, 1.64 and 1.62 N/m for $A_{1g}$, $E_g$ and $T_{1u}$. If the three errors have the least favourable signs,

$$|\delta k|=|\delta k_t|=\frac{1.71+2(1.64)+3(1.62)}{6}\approx1.6\ \text{N/m},$$

$$|\delta k_c|=\frac{1.71+1.64}{6}\approx0.6\ \text{N/m}.$$

Relative to the constants themselves, these are about 0.1% for $k$, 2% for $k_c$ and 3% for $k_t$.

**Errors in the assignment.** These matter far more. Exchanging the labels $E_g$ and $T_{1u}$ would give $k_c=(1813.83-1615.82)/6=33.0$ N/m and $k_t=(1813.83+3231.64-4979.25)/6=11.0$ N/m, while $k$ would rise by only about 7 N/m. The activities found in (b) decide between the two assignments once spectra show which of the two bands appears in the infrared and which in the Raman spectrum: the infrared band is $T_{1u}$.

### (d) The simplification $k_t=2k_c$

A carbonyl ligand accepts electron density from filled metal $d$ orbitals into its two $\pi^*$ orbitals. A ligand on the $z$ axis uses $d_{xz}$ and $d_{yz}$. Its trans partner on $-z$ uses the same two. A cis ligand on $x$ uses $d_{xz}$ and $d_{xy}$, so it shares one of them. If the interaction constant is assumed proportional to the number of shared $d$ orbitals, then $k_t=2k_c$. The proportionality is an assumption, and the three bands allow it to be examined.

With $k_t=2k_c$ the levels become

$$L_E=k,\qquad L_T=k-2k_c,\qquad L_A=k+6k_c .$$

The two lower bands then fix both constants:

$$k=1659.75\ \text{N/m},\qquad k_c=\frac{1659.75-1615.82}{2}\approx22.0\ \text{N/m}.$$

Converting $L_A=k+6k_c$ back to a wavenumber gives 2105.9 cm$^{-1}$, which is 13.1 cm$^{-1}$ below the given band.

To see whether errors in the bands could explain the difference, eliminate the constants: the simplification requires $L_A=4L_E-3L_T$. An error of 1 cm$^{-1}$ in each of the two lower bands can change the right-hand side by at most $4(1.64)+3(1.62)\approx11.4$ N/m. This corresponds to $11.4/1.71\approx7$ cm$^{-1}$ in the predicted band, or about 8 cm$^{-1}$ in the gap once the $A_{1g}$ band's own error is added. This is too little if the bands are known to 1 cm$^{-1}$; errors of 1.7 cm$^{-1}$ in all three bands, with the least favourable signs, would close the gap. The three-constant solution has $k_t/k_c=1.86$. The simplification is thus a fair first guess here, with an error of 0.6% relative to the $A_{1g}$ wavenumber, but it is not needed when all three bands are known.

### (e) Metal–carbon springs

Let $t_i$ be the lengthening of Cr–C bond $i$. A more complete stretching potential, in matrix form, is

$$V=\tfrac12 s^TF_{CO}\,s+s^TF_x\,t+\tfrac12t^TF_{MC}\,t .$$

Here $F_{CO}$ contains the C–O constants, $F_{MC}$ the Cr–C constants, and $F_x$ the constants that join a C–O stretch to a Cr–C stretch.

In the C–O vibration of part (a), the centre of mass of each ligand is at rest, so $m_Cx_C+m_Ox_O=0$. With $x_O=x_C+s_i$ this gives

$$x_C=-\frac{m_O}{m_C+m_O}\,s_i=-r\,s_i,\qquad r=\frac{\mu}{m_C}=0.5714 .$$

The metal is also at rest, so $t_i=-r\,s_i$: the Cr–C bond shortens while the C–O bond lengthens.

To first order in the added forces, the change of a squared frequency is found by evaluating the added potential in the unchanged motion. Inserting $t=-rs$ gives $V=\frac12s^TF_{\text{eff}}\,s$ with

$$F_{\text{eff}}=F_{CO}-r(F_x+F_x^T)+r^2F_{MC}.$$

To this order, the constants of part (c) are the elements of $F_{\text{eff}}$. For a symmetric $F_x$,

$$F_{CO}=F_{\text{eff}}-r^2F_{MC}+2rF_x .$$

Take rough typical values: 200 N/m for the Cr–C bond, 70 N/m between the Cr–C and C–O stretches of one ligand, 40 N/m between trans Cr–C stretches, and $-10$ N/m between a Cr–C stretch and the trans C–O stretch. All cis couplings that involve Cr–C bonds are set to zero. With $r^2=0.3264$, the bond constant becomes

$$k_{CO}\approx1663.5-0.3264(200)+2(0.5714)(70)\approx1678\ \text{N/m}.$$

The two corrections, $-65$ and $+80$ N/m, largely cancel for these values. The trans constant becomes

$$k_{t,CO}\approx47.6-0.3264(40)+2(0.5714)(-10)\approx23\ \text{N/m}.$$

Here both corrections have the same sign, and the constant falls to about half.

The first-order formula was tested against a model in which all 13 atoms move and the C–O constants are refitted to the same three bands. The refit gives 1677.7 N/m for the bond and 22.7 N/m for the trans constant, against 1678.2 and 23.2 N/m from the formula. The cis constant stays at 25.7 N/m, but this reflects the cis couplings that were set to zero and says nothing about their real size.

The number 47.6 N/m is therefore an effective constant. It includes the response of the Cr–C bonds and should not be read as a direct interaction between two C–O bonds.

### (f) Anharmonicity

For a single bond described by a Morse potential, the levels in wavenumber units are

$$E_n=\omega_e\left(n+\tfrac12\right)-x\left(n+\tfrac12\right)^2 .$$

The fundamental is $E_1-E_0=\omega_e-x\left(\frac94-\frac14\right)=\omega_e-2x$. When six such bonds are weakly coupled, the states with one quantum are mixtures of "one quantum in bond $i$". Each of these has its energy lowered by $2x$, so all three bands should be lowered by about the same amount.

With the rough value $x=12.5$ cm$^{-1}$, adding 25 cm$^{-1}$ to each band and repeating part (c) gives $k=1704.7$, $k_c=26.0$ and $k_t=48.2$ N/m. The bond constant rises by 41 N/m, or 2.5%, as expected from $\delta L/L=2\,\delta\nu/\nu$. The cis constant rises by only 1.2%, because

$$L_A-L_E\propto(\nu_A-\nu_E)(\nu_A+\nu_E),$$

and the common shift leaves the first factor unchanged.

A quantum calculation with six coupled Morse bonds, using these corrected constants, gives bands at 2121.6, 2029.3 and 2002.2 cm$^{-1}$. The lowering is 22.4 to 22.8 cm$^{-1}$, nearly uniform but somewhat less than 25. An isolated bond in the same calculation is lowered by 25.0 cm$^{-1}$, so the difference arises from the coupling. Refitting the constants of this model so that its bands fall on the given ones yields $k=1700.9$, $k_c=25.85$ and $k_t=48.0$ N/m: $k$ rises by about 37 N/m, and both interaction constants by about 0.7%.

The nearly uniform lowering belongs to this model, in which only the single-bond potentials are anharmonic. In the real molecule the three bands can be lowered by different amounts, and $k_t$ is sensitive to this because it contains $-L_T/2$. If $T_{1u}$ were lowered by 10 cm$^{-1}$ more than the other two bands, the corrected $L_T$ would be about 16 N/m larger and $k_t$ about 8 N/m smaller.

### What the constants mean for the real molecule

The band positions limit $k$ to within about 2 N/m, but the model limits its meaning more strongly. For the rough values used here, Cr–C coupling moves $k$ by about 14 N/m and anharmonicity by about 40 N/m, together some 3% of $k$. The first figure is a small difference of two larger terms: if the rough Cr–C constants change by 20%, it can lie anywhere between about $-15$ and $+44$ N/m. The trans constant is much less certain. The Cr–C terms alone reduce it to about half, and an extra lowering of $T_{1u}$ by 10 cm$^{-1}$, as in part (f), would bring it down further, to about 15 N/m. That 10 cm$^{-1}$ is only an illustration, and each further cm$^{-1}$ removes another 0.8 N/m. Harmonic wavenumbers reported for this molecule, about 2139, 2045 and 2044 cm$^{-1}$, imply that $T_{1u}$ is lowered by some 25 cm$^{-1}$ more than the other two bands; with the Cr–C constants of part (e) they give $k_t\approx3$ N/m and $k\approx1729$ N/m, 4% above the value of part (c). Bending forces, cis couplings that involve Cr–C bonds, anharmonic coupling terms in the potential, and the shift of bands by thermally excited low-frequency vibrations have not been estimated.

The set 1663, 26 and 48 N/m reproduces the three bands because three constants were fitted to three numbers, so the agreement is no evidence for the model. The constants are suited to comparing carbonyl complexes treated in the same way, provided that the Cr–C contributions of part (e), or their counterparts for another metal, are similar in the complexes compared, and that the anharmonic shifts of the bands are similar too. The numerical output lists most of the values used above; those for the exchanged assignment in part (c) follow from the arithmetic shown there.

## Table of computed values

```
Reduced mass of C-O: 6.8562 u = 1.13850e-26 kg
A1g: band 2119 1/cm, L = 1813.83 N/m, IR sum 0.00, Raman sum 2.00 (no unit)
Eg: band 2027 1/cm, L = 1659.75 N/m, IR sum 0.00, Raman sum 4.00 (no unit)
T1u: band 2000 1/cm, L = 1615.82 N/m, IR sum 6.00, Raman sum 0.00 (no unit)
k + kt = 1711.11 N/m, k - kt = 1615.82 N/m
k = 1663.47 N/m = 16.6347 mdyn/angstrom; change for 1 1/cm in the bands: up to 1.64 N/m
kc = 25.68 N/m = 0.2568 mdyn/angstrom; change for 1 1/cm in the bands: up to 0.56 N/m
kt = 47.64 N/m = 0.4764 mdyn/angstrom; change for 1 1/cm in the bands: up to 1.64 N/m
Wavenumber of one uncoupled bond with k: 2029.3 1/cm
Levels from 6x6 diagonalization (1/cm): [2000. 2000. 2000. 2027. 2027. 2119.]
Ratio kt/kc = 1.855 (no unit)
Shortcut kt = 2kc from Eg and T1u: k = 1659.75, kc = 21.96, kt = 43.92 N/m
Shortcut prediction for A1g: 2105.9 1/cm, error -13.1 1/cm
Cartesian refit without M-C forces, k, kc, kt (N/m): [1663.47   25.68   47.64]
r = mu/mC = 0.5714 (no unit), r^2 = 0.3264 (no unit)
Rough inputs: M-C 200, M-C/C-O same ligand 70, trans M-C/M-C 40, trans M-C/C-O -10 N/m
M-C spring only: refit k, kc, kt = 1595.0, 25.7, 48.9 N/m
   first-order formula: 1598.2, 25.7, 47.6 N/m
+ same-ligand coupling: refit k, kc, kt = 1677.7, 25.7, 47.8 N/m
   first-order formula: 1678.2, 25.7, 47.6 N/m
+ trans M-C couplings: refit k, kc, kt = 1677.7, 25.7, 22.7 N/m
   first-order formula: 1678.2, 25.7, 23.2 N/m
Rough anharmonicity x = 12.5 1/cm, 2x = 25.0 1/cm
Constants from bands + 2x: k = 1704.7, kc = 25.99, kt = 48.22 N/m
Change of k from anharmonicity: 41.2 N/m
Local Morse bond: harmonic 2054.3 1/cm, fundamental 2029.3 1/cm
Six Morse bonds, A1g, Eg, T1u (1/cm): [2121.6 2029.3 2002.2]
Lowering below harmonic values (1/cm): [22.4 22.7 22.8]
```
